# Stevens factors of Hund's-rule 4f ions and their sign pattern: a program that tests the result

```python
"""Stevens factor alpha_J of the Hund's-rule levels of 4f^n, n = 1..13.

Result under test, with k = n (n <= 7) or n - 7 (n > 7), L = k(7-k)/2:
  J = L+S: alpha_J = -k(7-k)(7-2k) / [45 J(2J-1)]
  J = L-S: alpha_J = -2(7-2k)(L+1)(2L+3) / [45(2L-1)(J+1)(2J+3)]
where <JM| sum_i (3cos^2(theta_i)-1) |JM> = alpha_J [3M^2 - J(J+1)].
L, S, J: total orbital, spin and total angular momentum (units of hbar);
M: projection of J. The reference side is a diagonalization in the full
determinant space of f^n, with one-electron integrals from quadrature.
"""
from fractions import Fraction as F
from itertools import combinations
import numpy as np
from scipy.sparse import csr_matrix, diags
from scipy.special import lpmv

# Spin orbitals 0..6: spin up, m = 3..-3; 7..13: spin down, m = 3..-3
m_values = np.arange(3, -4, -1)
orbital_m = np.tile(m_values, 2)
orbital_s = np.repeat([0.5, -0.5], 7)

# One-electron angular integrals and densities by Gauss-Legendre quadrature
nodes, weights = np.polynomial.legendre.leggauss(12)
quad_m, pole_m, equator_m = [], [], []
for m in m_values:
    density = lpmv(abs(m), 3, nodes) ** 2
    norm = weights @ density
    quad_m.append(weights @ (density * (3 * nodes**2 - 1)) / norm)
    pole_m.append(lpmv(abs(m), 3, 1.0) ** 2 / norm)
    equator_m.append(lpmv(abs(m), 3, 0.0) ** 2 / norm)
quad_m, pole_m, equator_m = map(np.array, (quad_m, pole_m, equator_m))
assert np.allclose(quad_m, 2 * (4 - m_values**2) / 15, atol=1e-12)
print("One-electron <3cos^2-1> for l=3 (dimensionless)")
for m in range(4):
    print(f"  |m|={m}: {quad_m[3 - m]:+.5f}")

print("Sum Q_k over m=3,2,...,4-k (dimensionless)")
for k in range(1, 8):
    total = quad_m[:k].sum()
    closed = F(-k * (7 - k) * (7 - 2 * k), 45)
    assert abs(total - float(closed)) < 1e-12
    print(f"  k={k}: {round(total, 5) + 0.0:+.5f} = {closed}")


def spin_matrices(j):
    """Cartesian angular momentum matrices for quantum number j."""
    proj = np.arange(j, -j - 1, -1)
    up = np.diag(np.sqrt(j * (j + 1) - proj[1:] * (proj[1:] + 1)), 1)
    return [(up + up.T) / 2, (up - up.T) / 2j, np.diag(proj)]


def transfer_factor(L, S, J):
    """Ratio of the rank-2 operators of L and of J within one level J."""
    X = (J * (J + 1) + L * (L + 1) - S * (S + 1)) / 2
    top = 6 * X**2 - 3 * X - 2 * L * (L + 1) * J * (J + 1)
    return top / (J * (J + 1) * (2 * J - 1) * (2 * J + 3))


# Tensor contraction and transfer factor on explicit product spaces L x S
for L, S in ((2, 1.5), (3, 1.0)):
    dim_L, dim_S = 2 * L + 1, int(2 * S + 1)
    Lc = [np.kron(a, np.eye(dim_S)) for a in spin_matrices(L)]
    Sc = [np.kron(np.eye(dim_L), a) for a in spin_matrices(S)]
    Jc = [a + b for a, b in zip(Lc, Sc)]
    L2 = sum(a @ a for a in Lc)
    J2 = sum(a @ a for a in Jc)
    X = sum(a @ b for a, b in zip(Lc, Jc))
    contraction = sum(
        Jc[a] @ (1.5 * (Lc[a] @ Lc[b] + Lc[b] @ Lc[a]) - (a == b) * L2) @ Jc[b]
        for a in range(3) for b in range(3))
    assert np.allclose(contraction, 3 * X @ X - 1.5 * X - L2 @ J2, atol=1e-9)
    eigenvalues, vectors = np.linalg.eigh(J2)
    for J in np.arange(abs(L - S), L + S + 1):
        V = vectors[:, np.abs(eigenvalues - J * (J + 1)) < 1e-7]
        assert V.shape[1] == int(2 * J + 1)
        left = V.conj().T @ (3 * Lc[2] @ Lc[2] - L2) @ V
        right = V.conj().T @ (3 * Jc[2] @ Jc[2] - J2) @ V
        factor = transfer_factor(L, S, J) if J >= 1 else 0.0
        assert np.allclose(left, factor * right, atol=1e-9)

orbital_moves = [(q, q - 1, np.sqrt(12 - orbital_m[q] * (orbital_m[q] + 1)))
                 for q in range(14) if q % 7]
spin_moves = [(q, q - 7, 1.0) for q in range(7, 14)]


def raising_operator(dets, index, moves):
    """Many-electron matrix of sum c a+_p a_q for moves (q, p, c)."""
    rows, cols, values = [], [], []
    for col, det in enumerate(dets):
        for q, p, c in moves:
            if det >> q & 1 and not det >> p & 1:
                between = (det >> (p + 1)) & ((1 << (q - p - 1)) - 1)
                rows.append(index[det ^ (1 << p) ^ (1 << q)])
                cols.append(col)
                values.append(-c if between.bit_count() % 2 else c)
    return csr_matrix((values, (rows, cols)), shape=(len(dets),) * 2)


def hund_states(n, L, S, J):
    """Map M -> mean occupation of each m, for all M >= 0 of the level."""
    dets = [sum(1 << p for p in c) for c in combinations(range(14), n)]
    index = {det: i for i, det in enumerate(dets)}
    occupied = np.array([[det >> p & 1 for p in range(14)] for det in dets])
    ML, MS = occupied @ orbital_m, occupied @ orbital_s
    MJ = ML + MS
    Lp = raising_operator(dets, index, orbital_moves)
    Sp = raising_operator(dets, index, spin_moves)
    Jp = Lp + Sp
    squares = [(up.T @ up + diags(pr * (pr + 1.0))).tocsr()
               for up, pr in ((Lp, ML), (Sp, MS), (Jp, MJ))]
    # The determinant filled from m=3 downward belongs to the Hund term
    top = np.zeros(len(dets))
    top[index[(1 << n) - 1]] = 1.0
    assert np.allclose(squares[0] @ top, L * (L + 1) * top, atol=1e-9)
    assert np.allclose(squares[1] @ top, S * (S + 1) * top, atol=1e-9)
    result = {}
    M = J
    while M >= 0:
        sector = np.where(np.abs(MJ - M) < 1e-9)[0]
        penalty = np.zeros((len(sector),) * 2)
        for operator, number in zip(squares, (L, S, J)):
            block = operator[sector][:, sector].toarray()
            block -= number * (number + 1) * np.eye(len(sector))
            penalty += block @ block
        values, vectors = np.linalg.eigh(penalty)
        assert abs(values[0]) < 1e-7
        assert len(values) == 1 or values[1] > 0.5  # the state is unique
        mean = vectors[:, 0] ** 2 @ occupied[sector]
        result[M] = mean[:7] + mean[7:]
        M -= 1
    return result


names = "Ce Pr Nd Pm Sm Eu Gd Tb Dy Ho Er Tm Yb".split()
field_meV = 10.0
levels = {}
print("Trivalent ions; Q = <sum(3cos^2-1)> at M=J, dimensionless;")
print("p/e = 4f density at pole / equator at M=J")
print("ion  n  L   S    J    alpha_J               Q        p/e")
for n, name in enumerate(names, start=1):
    k = n if n <= 7 else n - 7
    L = k * (7 - k) // 2
    S = F(n if n <= 7 else 14 - n, 2)
    J = L - S if n < 7 else L + S
    states = hund_states(n, L, float(S), float(J))
    quadrupole = {M: occ @ quad_m for M, occ in states.items()}
    if J == 0:
        alpha = None
        assert abs(quadrupole[0.0]) < 1e-8
    else:
        if n < 7:
            alpha = (F(-2 * (7 - 2 * k) * (L + 1) * (2 * L + 3))
                     / (45 * (2 * L - 1) * (J + 1) * (2 * J + 3)))
        else:
            alpha = F(-k * (7 - k) * (7 - 2 * k)) / (45 * J * (2 * J - 1))
        for M, value in quadrupole.items():
            expected = float(alpha) * (3 * M**2 - float(J * (J + 1)))
            assert abs(value - expected) < 1e-7, (name, M)
    Q_top = quadrupole[float(J)]
    occ_top = states[float(J)]
    ratio = (occ_top @ pole_m) / (occ_top @ equator_m)
    if name in ("Ce", "Pr", "Nd", "Tb", "Dy", "Ho"):
        assert Q_top < -1e-3
    if name in ("Pm", "Sm", "Er", "Tm", "Yb"):
        assert Q_top > 1e-3
    if n > 7:
        assert (ratio - 1) * Q_top > 0  # density shape agrees with the sign
    if name in ("Dy", "Er"):
        levels[name] = {M: field_meV * q for M, q in quadrupole.items()}
    text = ("undefined" if alpha is None
            else f"{str(alpha):>8} = {float(alpha):+.6f}")
    print(f"{name}  {n:2d}  {L}  {str(S):>3} {str(J):>4}  {text:<21}"
          f" {round(Q_top, 5) + 0.0:+.5f} {abs(ratio):.3f}")

print(f"Axial field B = {field_meV:.1f} meV: level energies in meV")
print("  |M|     Dy       Er")
for M in levels["Dy"]:
    print(f"  {M:3.1f}  {levels['Dy'][M]:+7.3f}  {levels['Er'][M]:+7.3f}")
ground = {ion: min(e, key=e.get) for ion, e in levels.items()}
assert ground["Dy"] == 7.5 and ground["Er"] == 0.5
print(f"Lowest doublet |M|: Dy {ground['Dy']}, Er {ground['Er']}")
for ion, energies in levels.items():
    spread = max(energies.values()) - min(energies.values())
    print(f"Total splitting {ion}: {spread:.3f} meV")
print("verified")
```

Running it gives:

```
One-electron <3cos^2-1> for l=3 (dimensionless)
  |m|=0: +0.53333
  |m|=1: +0.40000
  |m|=2: +0.00000
  |m|=3: -0.66667
Sum Q_k over m=3,2,...,4-k (dimensionless)
  k=1: -0.66667 = -2/3
  k=2: -0.66667 = -2/3
  k=3: -0.26667 = -4/15
  k=4: +0.26667 = 4/15
  k=5: +0.66667 = 2/3
  k=6: +0.66667 = 2/3
  k=7: +0.00000 = 0
Trivalent ions; Q = <sum(3cos^2-1)> at M=J, dimensionless;
p/e = 4f density at pole / equator at M=J
ion  n  L   S    J    alpha_J               Q        p/e
Ce   1  3  1/2  5/2     -2/35 = -0.057143  -0.57143 0.000
Pr   2  5    1    4  -52/2475 = -0.021010  -0.58828 0.035
Nd   3  6  3/2  9/2   -7/1089 = -0.006428  -0.23140 0.449
Pm   4  6    2    4   14/1815 = +0.007713  +0.21598 1.363
Sm   5  5  5/2  5/2    13/315 = +0.041270  +0.41270 1.364
Eu   6  3    3    0  undefined             +0.00000 1.000
Gd   7  0  7/2  7/2         0 = +0.000000  +0.00000 1.000
Tb   8  3    3    6     -1/99 = -0.010101  -0.66667 0.762
Dy   9  5  5/2 15/2    -2/315 = -0.006349  -0.66667 0.762
Ho  10  6    2    8    -1/450 = -0.002222  -0.26667 0.667
Er  11  6  3/2 15/2    4/1575 = +0.002540  +0.26667 1.333
Tm  12  5    1    6      1/99 = +0.010101  +0.66667 1.185
Yb  13  3  1/2  7/2      2/63 = +0.031746  +0.66667 1.185
Axial field B = 10.0 meV: level energies in meV
  |M|     Dy       Er
  7.5   -6.667   +2.667
  6.5   -4.000   +1.600
  5.5   -1.714   +0.686
  4.5   +0.190   -0.076
  3.5   +1.714   -0.686
  2.5   +2.857   -1.143
  1.5   +3.619   -1.448
  0.5   +4.000   -1.600
Lowest doublet |M|: Dy 7.5, Er 0.5
Total splitting Dy: 10.667 meV
Total splitting Er: 4.267 meV
verified
```
